# Density beats between opposite valleys in silicon

## Problem

The conduction band of silicon has six equivalent minima, called valleys, on the $\langle100\rangle$ axes of reciprocal space. Each lies at a fraction $f=0.85$ of the distance from the zone centre to the zone boundary. An electron bound to a donor in a strained layer is shared equally by the two opposite valleys on the $x$ axis. The cubic lattice constant is $a=0.5431$ nm.

With what spatial period does the interference between the two valleys modulate the electron density? Treat the donor envelope as slowly varying, and at first leave out the cell-periodic parts of the Bloch functions. Then decide how far these omissions, and the restriction to two valleys, affect the answer.

## A tempting solution

The zone boundary along $x$ is at $2\pi/a$, so the valleys are at $\pm k_0$ with

$$k_0=f\,\frac{2\pi}{a}=0.85\times11.569\ \mathrm{nm^{-1}}=9.834\ \mathrm{nm^{-1}}.$$

Equal shares of $e^{ik_0x}$ and $e^{-ik_0x}$ add up to a standing wave proportional to $\cos k_0x$. A cosine repeats when its argument grows by $2\pi$, so the period is

$$\frac{2\pi}{k_0}=\frac{a}{f}=0.639\ \mathrm{nm}.$$

## Where it fails

The value of $k_0$ is right, and so is the standing wave. The fault is in the last step, which gives the period of the wave function when the question asks for that of the density. If $x$ grows by $\pi/k_0$, the wave function changes sign:

$$\cos\left[k_0\left(x+\frac{\pi}{k_0}\right)\right]=\cos(k_0x+\pi)=-\cos k_0x .$$

The density is the square, and the sign drops out. It has therefore already repeated after half the claimed distance.

A second slip leads to the same wrong number. Suppose the density is squared properly, but the zone boundary is placed at $\pi/a$, as for a simple chain of spacing $a$. Then $k_0$ is halved and the period is doubled. The position of the boundary thus needs its own derivation.

## Right solution

**The zone boundary.** The boundary of the first Brillouin zone is made of planes that bisect reciprocal lattice vectors $\mathbf G$. A point $\mathbf k$ on such a plane is equally far from the origin and from $\mathbf G$:

$$|\mathbf k|^2=|\mathbf k-\mathbf G|^2=|\mathbf k|^2-2\mathbf k\cdot\mathbf G+|\mathbf G|^2
\quad\Rightarrow\quad \mathbf k\cdot\mathbf G=\tfrac12|\mathbf G|^2 .$$

On the $x$ axis $\mathbf k=(k,0,0)$, so the plane is met at $k=|\mathbf G|^2/(2G_x)$. Silicon has a face-centred cubic lattice, whose reciprocal vectors are $\mathbf G=(2\pi/a)(h,l,m)$ with $h,l,m$ all even or all odd. For $h>0$ the crossing is at

$$k=\frac{2\pi}{a}\,\frac{h^2+l^2+m^2}{2h}.$$

If all three integers are odd, $l^2+m^2\ge2$, and the fraction is at least $(h^2+2)/(2h)\ge\sqrt2$. If all are even, it is at least $h/2\ge1$, with equality for $(2,0,0)$. The nearest crossing is therefore at $k=2\pi/a=11.569\ \mathrm{nm^{-1}}$. This is the point X, and it confirms the value of $k_0$ used above.

**The density.** Let the valleys have complex amplitudes $A$ and $B$, and let $F(\mathbf r)$ be their common real envelope:

$$\psi=F\left(Ae^{ik_0x}+Be^{-ik_0x}\right).$$

Multiply by the complex conjugate. The two direct terms lose their exponentials, while the cross terms keep the difference of the wave numbers, $k_0-(-k_0)=2k_0$:

$$|\psi|^2=F^2\left[|A|^2+|B|^2+AB^*e^{2ik_0x}+A^*Be^{-2ik_0x}\right].$$

The cross terms are complex conjugates of each other, so their sum is twice the real part. With $B/A=|B/A|e^{i\varphi}$, the product $AB^*$ has phase $-\varphi$, and

$$|\psi|^2=F^2\left[|A|^2+|B|^2+2|A||B|\cos(2k_0x-\varphi)\right].$$

For equal shares, $|A|=|B|=1/\sqrt2$, the bracket becomes $1+\cos(2k_0x-\varphi)$. The phase shifts the pattern sideways without changing its period. Unequal shares reduce the contrast, also without changing the period. If one amplitude vanishes, there is no beat.

**The period.** The cosine repeats when $2k_0x$ grows by $2\pi$. Hence

$$P=\frac{2\pi}{2k_0}=\frac{\pi}{k_0}=\frac{a}{2f}
=\frac{0.5431\ \mathrm{nm}}{1.70}=0.3195\ \mathrm{nm}.$$

The density-beat period is about **0.32 nm**, or $3.2\times10^{-10}$ m. This is a static pattern in space and not an oscillation in time.

Since $P\propto1/f$, a small change $\Delta f$ alters the period by the fraction $-\Delta f/f$. At fixed $a$, $f=0.84$ gives 0.323 nm and $f=0.86$ gives 0.316 nm. An uncertainty of 0.01 in the valley position thus matters at the level of one per cent, and two figures are a fair statement of the result.

## What the crystal lattice adds

**Sampling at lattice planes.** Equivalent lattice planes normal to $x$ are $a/2$ apart. At $x_j=ja/2$, with $j$ an integer, the phase of the beat is $2k_0x_j=2\pi fj$. Subtracting the whole number of turns $2\pi j$ leaves the cosine unchanged:

$$\cos(2\pi fj)=\cos[2\pi(f-1)j]=\cos[2\pi(1-f)j].$$

At these planes the same values would come from a slow wave of period

$$P_{\rm s}=\frac{a}{2(1-f)}=\frac{0.5431\ \mathrm{nm}}{0.30}=1.81\ \mathrm{nm}.$$

In the envelope picture this longer period comes only from the sampling. As $f\to1$ it grows without limit: $2k_0$ becomes a reciprocal lattice vector, and the beat takes the same value at every equivalent plane. As $f\to0$ the two valleys merge, and $P$ itself grows without limit.

**Bloch functions.** The true valley state is $\psi_+=e^{ik_0x}u(\mathbf r)$, where $u$ has the periodicity of the crystal. Without spin-orbit coupling, time reversal allows the choice $\psi_-=\psi_+^*$. For the sum $(\psi_++\psi_+^*)/\sqrt2$, with the envelope held constant, the density is

$$\tfrac12\left(\psi_++\psi_+^*\right)^2
=|\psi_+|^2+\mathrm{Re}\,\psi_+^2
=|u|^2+\mathrm{Re}\left(u^2e^{2ik_0x}\right).$$

Because $u^2$ is itself periodic, the interference term contains the wave vectors $(2k_0,0,0)+\mathbf G$. The full density therefore does not repeat after $P$; the 0.32 nm is the period of one component, the one that the envelope picture keeps.

To see which components survive along $x$, average over planes normal to $x$. The average of $\psi_+^2$ has the form

$$g(x)=\sum_n C_n\,e^{i(2k_0+2\pi n/a)x},$$

with even $n$, since $(n,0,0)$ must be a reciprocal vector. The diamond structure also has a screw symmetry: a quarter turn about an axis parallel to $x$, combined with a shift by $a/4$ along it. The lowest conduction band on this line is non-degenerate, so the operation multiplies $\psi_+$ by a number $\lambda$. Four operations make a full turn and a shift by $a$, so $\lambda^4=e^{ik_0a}$ and $\lambda=\eta e^{ik_0a/4}$ with $\eta^4=1$. Mirror operations of the crystal reverse the sense of the turn and would pair a state having $\eta=i$ with one having $\eta=-i$ at the same energy. A non-degenerate state must then have $\eta=\pm1$, so $\lambda^2=e^{ik_0a/2}$.

The turn does not affect a plane average, which leaves $g(x+a/4)=e^{ik_0a/2}g(x)$. The shift multiplies term $n$ by $e^{ik_0a/2}e^{i\pi n/2}$. For a term with $C_n\ne0$ the two agree only if $e^{i\pi n/2}=1$, so $n$ must be a multiple of 4. The slow component $n=-2$, whose period would be the 1.81 nm found above, is absent from the plane average. Along a single line parallel to $x$ it need not vanish: reciprocal vectors such as $(2\pi/a)(-2,2,0)$ give the same wave number along $x$, and only the average over the plane removes them. On the line through an atom, the band model described next makes this component about three times larger than the beat at $2k_0$, and components with odd $n$ appear there as well.

The remaining sizes need a band calculation. An empirical pseudopotential for unstrained silicon was diagonalized in 113 plane waves. Its symmetric form factors were $-0.21$, 0.04 and 0.08 Ry at $|\mathbf G|^2=3$, 8 and 11 in units of $(2\pi/a)^2$. The model is local and omits spin-orbit coupling. It places the valley at $f=0.853$, near the value given in the problem. Put the origin at a bond centre. Inversion symmetry about this point allows the phase of $\psi_+$ to be chosen so that all plane-wave coefficients of $u$ are real. Then $\psi_+(-\mathbf r)=\psi_+^*(\mathbf r)$, and the sum $\psi_++\psi_+^*$ is even about the origin. With this choice, and with the cell average of $|u|^2$ set to one, the model gives at $f=0.85$

- $C_0=-0.162$ for the beat at $2k_0$, with period 0.319 nm;
- $C_{-4}=-0.016$ for a component with period $a/2.3=0.236$ nm;
- $C_4=0.004$ for a still shorter one.

A larger basis leaves $C_0$ unchanged but moves $C_{-4}$ to $-0.020$. In this model, then, the 0.32 nm component is about eight times stronger than the next interference component in the plane average. All these sizes depend on the model. Form factors of $-0.224$, 0.055 and 0.072 Ry give $C_0=-0.21$, and a self-consistent local-density treatment with a nonlocal pseudopotential gives $C_0=-0.26$ and $C_{-4}=-0.08$, a ratio of only three to four. The amplitude of the 0.32 nm component is thus roughly 16 to 26 per cent of the mean density, whereas the envelope picture gives 100 per cent. The envelope picture gives the period of this component correctly but overstates its plane-averaged contrast. The negative sign says that, for the even sum of the two states, this component has a minimum at the bond-centre origin. For the odd combination the interference term changes sign, and the component has a maximum there. A donor sits on an atom and not at a bond centre. If the origin is moved to the atom and the two valley states are taken in phase there, the coefficient is again $-0.162$. The plane-averaged beat then has a minimum at the donor, where the envelope picture used below puts a maximum.

## What the donor envelope adds

Return to the envelope picture and take the even state, with density proportional to $e^{-2|x|/b}\cos^2k_0x$ on the axis through the donor. The length $b=1.4$ nm is a rough value for a shallow donor along the heavy-mass direction of its valleys. For $x>0$ the derivative is

$$\frac{d}{dx}\left(e^{-2x/b}\cos^2k_0x\right)
=-2e^{-2x/b}\cos k_0x\left(\frac{\cos k_0x}{b}+k_0\sin k_0x\right).$$

The zeros of $\cos k_0x$ are the nodes of the density. The peaks come from the last bracket:

$$\tan k_0x=-\frac1{k_0b},\qquad
x_n=nP-s,\qquad
s=\frac1{k_0}\arctan\frac1{k_0b},\qquad n=1,2,\ldots$$

Here $k_0b=9.834\times1.4=13.8$, so $s=0.0074$ nm, or 2.3 per cent of $P$. The first two peaks are at 0.312 nm and 0.632 nm. Their separation is still 0.319 nm, because every peak on this side moves inward by the same amount. The central peak stays at $x=0$, so the first gap is shortened. The equal shift is a property of the exponential envelope; another shape would in general shift different peaks by different amounts.

## When two valleys are enough

**Strain.** The layer is stretched in its plane by $\varepsilon_\parallel=1.0$ per cent and is free to relax along its normal $x$. Zero normal stress requires $C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0$, where $C_{11}$ and $C_{12}$ are elastic constants. With the rough ratio $C_{12}/C_{11}=0.39$,

$$\varepsilon_\perp=-2(0.39)(1.0\%)=-0.78\% .$$

Apart from a shift common to all valleys, the energy of a valley changes by $\Xi_u$ times the strain along its own axis. With a rough deformation potential $\Xi_u=9$ eV, the four transverse valleys lie above the two $x$ valleys by

$$S=\Xi_u(\varepsilon_\parallel-\varepsilon_\perp)=9\ \mathrm{eV}\times0.0178=160\ \mathrm{meV}.$$

**Admixture.** The donor core couples the valleys. Take the same matrix element $-D$ between every pair. Without strain, the state with six equal amplitudes has energy $-5D$ and the other five states have energy $+D$, so the gap is $6D$. A rough gap of 12 meV gives $D=2$ meV.

With strain, let the ground state have amplitude $\alpha$ in each $x$ valley and $\beta$ in each transverse valley. An $x$ valley is coupled to one other $x$ valley and four transverse ones. A transverse valley is coupled to two $x$ valleys and three other transverse ones. For energy $E$,

$$-D\alpha-4D\beta=E\alpha,\qquad
-2D\alpha+(S-3D)\beta=E\beta .$$

Divide the first equation by $\alpha$ and the second by $\beta$, and write $r=\beta/\alpha$. Equating the two expressions for $E$ gives

$$-D-4Dr=S-3D-\frac{2D}{r}
\quad\Rightarrow\quad 4Dr^2+(S-2D)r-2D=0 .$$

The product of the roots is negative, so one root is positive. It belongs to the ground state, since negative couplings favour amplitudes of equal sign. For the example $r=0.026$; for $S=0$ the root is $r=1$.

**Effect on the peaks.** Assume the same envelope for all valleys and set it aside. Leave out the Bloch functions again, so that the peaks found here belong to the envelope picture and not to the full density on the axis. On the axis $y=z=0$ the transverse waves equal one, and $\psi\propto2\alpha\cos k_0x+4\beta$. With $\theta=k_0x$ the density is proportional to

$$\rho(\theta)=(\cos\theta+2r)^2,\qquad
\frac{d^2\rho}{d\theta^2}=-2\cos2\theta-4r\cos\theta .$$

The first derivative, $-2\sin\theta(\cos\theta+2r)$, vanishes at $\theta=0$ and $\theta=\pi$. At $\theta=0$ there is a peak of height $(1+2r)^2$. At $\theta=\pi$ the second derivative is $4r-2$, so for $r<1/2$ there is another peak, of height $(1-2r)^2$.

In the strained example the peaks remain $P$ apart, but alternate ones differ in height by the factor

$$\left(\frac{1+2r}{1-2r}\right)^2=\left(\frac{1.051}{0.949}\right)^2=1.23 .$$

Strict repetition on this axis therefore takes $2P$, even though neighbouring peaks are $P$ apart. For $r\ge1/2$ the peak at $\theta=\pi$ is lost and the spacing itself becomes $2P=0.639$ nm. Putting $r=1/2$ into the quadratic gives $S=4D=8$ meV. Since $S$ is proportional to strain, this is reached at an in-plane strain of about 0.05 per cent.

In this picture an unstrained donor, with $r=1$, thus has on this axis the very peak spacing obtained by the tempting solution. In the full density the Bloch functions add components of comparable size, and the peaks on the axis are no longer evenly spaced. The reason for the coincidence is not the one given in the tempting solution: an $x$ valley interferes with a transverse valley, and their wave vectors differ by $k_0$ along $x$. This does not rescue the tempting solution, which treated two opposite valleys.

## Temperature and the real case

The odd combination of the $x$ valleys has energy $+D$, and the ground state has energy $-D-4Dr$. Their splitting is $\delta=2D+4Dr=4.2$ meV. If the small transverse part is dropped from the densities, the even state gives $1+\cos2k_0x$ and the odd state $1-\cos2k_0x$. Boltzmann weights in the ratio $1:e^{-\delta/k_BT}$ leave a contrast

$$\frac{1-e^{-\delta/k_BT}}{1+e^{-\delta/k_BT}}=\tanh\frac{\delta}{2k_BT},$$

relative to that of the even state alone. The reduction is negligible at 4 K. At 300 K the contrast falls to 0.08, with the period unchanged. The second figure is a two-level estimate: it omits higher bound states and ionization of the donor, both of which matter at room temperature. It also inherits the equal couplings. With rough phosphorus values of 1.5 meV between opposite valleys and 2.2 meV between perpendicular ones, $\delta$ is about 3.3 meV and the contrast about 0.06.

The rough parameters are of the size expected for a shallow donor such as phosphorus in a silicon layer grown on relaxed silicon-germanium, whose larger lattice constant stretches the layer in its plane. The strain also shortens the lattice along $x$. With $f$ held fixed, the period becomes $0.3195\times(1-0.0078)=0.317$ nm. The strain also moves the valley, however. In a local-density band calculation $f$ falls by about 0.6 per cent, which cancels most of this change and leaves a shortening of only about 0.2 per cent. Cooling from 300 K to 4 K matters less: a constant expansion coefficient of $2.6\times10^{-6}\ \mathrm{K^{-1}}$ gives a contraction of 0.08 per cent, an overestimate because the coefficient falls on cooling. Ordinary bulk donors also break the restriction to two valleys. In the equal-envelope model without Bloch functions, this doubles the peak spacing on the axis, a far larger change than any of the corrections to $a$ or $f$ considered here.
